# Creep of a Ferroelectric Domain Line with Random-Bond Disorder

## Result and model

A domain wall that behaves as a line in a thin ferroelectric film, pinned by short-range random-bond disorder and driven by a weak field $E$, creeps with velocity

$$
\ln\frac{v}{v_0}=-\frac{C\,U_c}{kT}\left(\frac{E_c}{E}\right)^{1/4},\qquad E\ll E_c . \tag{1}
$$

Here $U_c$ is a pinning energy, $E_c$ a depinning field scale and $v_0$ a prefactor taken to vary no faster than a power of the field. Scaling fixes the exponent, but the number $C$ only to order one. The derivation assumes, just before (11), that stationary free-energy statistics describe a line started at one point. Its main physical hypothesis, stated at (14), is that barriers grow with length as energy fluctuations do.

Consider a 180° wall in a film of thickness $h$, with the polarization $P$ and the field normal to the film. If the wall does not bend through the thickness, it is a line $u(z)$ in the film plane. Let the wall energy per area, $\sigma_w$, be independent of the wall's direction in the film plane. The line tension is then $\sigma=\sigma_w h$. A tilted element is longer by the factor $\sqrt{1+u'^2}\approx1+u'^2/2$. Reversing $P$ in a volume $dV$ gains $2PE\,dV$. Hence, for small slopes,

$$
H=\int dz\left[\frac{\sigma}{2}u'^2+V(u,z)-fu\right],\qquad f=2PEh . \tag{2}
$$

Random-bond disorder makes the wall energy itself depend on position. It favours neither polarization. Its correlation is

$$
\langle V(u,z)V(u',z')\rangle=\Delta\,\delta(z-z')\,\delta_\xi(u-u'), \tag{3}
$$

where $\delta_\xi$ is a bump of unit area, width $\xi$ and height about $1/\xi$. To find $\Delta$, let the wall energy fluctuate by $s$ (rms) between patches of area $\xi^2$. A straight line of length $L$ contains $hL/\xi^2$ patches, each contributing $s\xi^2$, so its energy variance is $s^2\xi^2hL$. Equation (3) gives $\Delta L/\xi$ for the same variance. Therefore $\Delta=s^2\xi^3h$.

## The Larkin length

Displacing a segment of length $L$ by $\xi$ costs elastic energy of order $\sigma\xi^2/L$ and changes the pinning energy by about $(\Delta L/\xi)^{1/2}$. Equating them and squaring gives $\sigma^2\xi^4/L^2=\Delta L/\xi$, so

$$
L_c=\left(\frac{\sigma^2\xi^5}{\Delta}\right)^{1/3},\qquad
U_c=\frac{\sigma\xi^2}{L_c}=(\sigma\Delta\xi)^{1/3}. \tag{4}
$$

Shorter segments are nearly rigid; longer ones adapt to the disorder. One cannot continue the same random sum to larger $L$. Setting $\sigma u^2/L\sim(\Delta L/\xi)^{1/2}$ would give $u\sim L^{3/4}$, but that sum describes a line placed at random, whereas a long line selects a favourable path.

## Why the roughness exponent is 2/3

Let $\Theta=kT$, and let $Z(x,z)$ be the partition function, at $f=0$, of a line that starts at a fixed point and ends at $u=x$. Over a further length $dz$ the elastic weight is a Gaussian in the step, with variance $\Theta\,dz/\sigma$, and the potential contributes $1-V\,dz/\Theta$. Expanding to first order in $dz$,

$$
\partial_z Z=\frac{\Theta}{2\sigma}\partial_x^2Z-\frac{V}{\Theta}Z . \tag{5}
$$

Put $Z=e^{-F/\Theta}$. Then $\partial_zZ=-Z\,\partial_zF/\Theta$ and $\partial_x^2Z=Z[(\partial_xF)^2/\Theta^2-\partial_x^2F/\Theta]$. Multiplying (5) by $-\Theta/Z$ gives

$$
\partial_zF=\frac{\Theta}{2\sigma}\partial_x^2F-\frac{1}{2\sigma}(\partial_xF)^2+V . \tag{6}
$$

To find the stationary statistics of $F$, place $x$ on a ring of sites with spacing $a$, and let $s_i=F_i-F_{i-1}$. Discretize (6) as

$$
\partial_zF_i=\frac{\Theta}{2\sigma a^2}(s_{i+1}-s_i)-\frac{N_i}{2\sigma a^2}+V_i,\quad
N_i=\frac{s_i^2+s_is_{i+1}+s_{i+1}^2}{3}, \tag{7}
$$

with independent white noises $V_i$ of strength $\Delta/a$. Try the distribution

$$
p\propto\exp\left(-\sum_i\frac{s_i^2}{2Da}\right),\qquad
\frac{\partial\ln p}{\partial F_i}=\frac{s_{i+1}-s_i}{Da}. \tag{8}
$$

The linear drift and the noise together produce the probability current

$$
\left[\frac{\Theta}{2\sigma a^2}-\frac{\Delta}{2Da^2}\right](s_{i+1}-s_i)\,p ,
$$

which vanishes for $D=\Delta\sigma/\Theta$. The nonlinear drift contributes in proportion to

$$
\sum_i\frac{\partial(N_ip)}{\partial F_i}
=p\sum_i\left[\frac{s_i-s_{i+1}}{3}+\frac{s_{i+1}^3-s_i^3}{3Da}\right]=0 .
$$

The first term is $\partial N_i/\partial F_i$; the second uses $N_i(s_{i+1}-s_i)=(s_{i+1}^3-s_i^3)/3$. Both sums telescope around the ring, so (8) is stationary. The slopes are independent with variance $Da$, and adding $|x|/a$ of them on a large ring gives

$$
\langle[F(x)-F(0)]^2\rangle=D|x|,\qquad D=\frac{\Delta\sigma}{\Theta}. \tag{9}
$$

This holds for a potential uncorrelated in $u$. When $\Theta\ll U_c$, the finite width $\xi$ matters. By (4), shifting the end of a Larkin segment by $\xi$ changes its energy by about $U_c$, so $D\xi\sim U_c^2$. Since $U_c^3=\sigma\Delta\xi$, this is (9) with $\Theta$ replaced by $U_c$:

$$
D\sim\frac{U_c^2}{\xi}\qquad(\Theta\ll U_c). \tag{10}
$$

The elastic cost needs its own argument. Shear the line by $u\to u+xz/L$, with the ends of the original line at zero. The elastic energy gains $\sigma x^2/2L$; the cross term is proportional to $\int u'dz=0$. Because $V$ is uncorrelated along $z$, the sheared potential has the same statistics. The mean free energy therefore rises by $\sigma x^2/2L$, with no correction to $\sigma$.

Now assume that a line started at one point has the local statistics (9) out to its typical displacement $u$. Balancing elastic cost against pinning gain, without factors of order one,

$$
\frac{\sigma u^2}{L}\sim(Du)^{1/2}
\;\Rightarrow\;u^{3/2}\sim\frac{D^{1/2}L}{\sigma}
\;\Rightarrow\;u\sim\left(\frac{D}{\sigma^2}\right)^{1/3}L^{2/3}. \tag{11}
$$

From (10) and (4), $D/\sigma^2\sim\xi^3/L_c^2$. Hence

$$
u(L)=\xi\left(\frac{L}{L_c}\right)^{2/3},\qquad
\frac{\sigma u^2}{L}=U_c\left(\frac{L}{L_c}\right)^{1/3}, \tag{12}
$$

where the unknown amplitudes have been set to one. The roughness exponent is $\zeta=2/3$ and the energy exponent is $2\zeta-1=1/3$.

## From energy fluctuations to barriers

Equation (12) concerns low-energy states, whereas creep needs the barrier between them. A lattice line at zero temperature gives some evidence. Each path moves one site left or right per step, and each site has an energy equal to minus an exponential random variate. A recursion over steps finds the lowest path energy to every endpoint. Six hundred half-lines were grown to 1024 steps, and pairs were joined at a common midpoint with their outer ends fixed.

Logarithmic fits over half-line lengths $n=64$ to 1024 gave exponent 0.668 for the rms midpoint displacement and 0.352 for the energy fluctuation of a half-line. For each joined line the midpoint was then moved by $n^{2/3}$ sites from its best position. The highest constrained minimum energy on the way, measured from the energy at the best position, is a lower bound on the cost of that move. For $n=128$ to 1024, its mean grew with exponent 0.372.

If cost grows as $L^\psi$ and displacement as $L^\zeta$, field work grows as $fL^{1+\zeta}$. Equating cost and work gives $L\sim f^{-1/(1+\zeta-\psi)}$ and a barrier

$$
U\sim f^{-\mu},\qquad \mu=\frac{\psi}{1+\zeta-\psi}. \tag{13}
$$

The fitted values give $\mu=0.372/(1+0.668-0.372)=0.287$, which is 15% above $1/4$. With 600 samples each fitted exponent carries a sampling error of 0.01 to 0.015, and a different random sequence gives 0.66, 0.33 and 0.35 with $\mu=0.27\pm0.01$, so the size of the excess is poorly fixed. Finite length may cause it, but these data do not establish that. Nor does a lower bound exclude a larger true barrier. The step to (1) is therefore the hypothesis

$$
\psi=2\zeta-1=\frac13 . \tag{14}
$$

With it, (13) becomes $\mu=(2\zeta-1)/(2-\zeta)=(1/3)/(4/3)=1/4$.

## The critical nucleus

Let $y=L/L_c$. Moving a segment of length $L$ forward by $u(L)$ gains $fLu=f\xi L_c\,y^{5/3}$, so the net energy is

$$
U(y)=U_c\,y^{1/3}-f\xi L_c\,y^{5/3}
=U_c\left(y^{1/3}-\frac{f}{f_c}y^{5/3}\right),\quad f_c=\frac{U_c}{\xi L_c}. \tag{15}
$$

Its derivative is

$$
\frac{dU}{dy}=\frac{U_c}{3}y^{-2/3}\left(1-\frac{5f}{f_c}y^{4/3}\right),
$$

which is positive for small $y$ and changes sign once. Since $f/f_c=E/E_c$, the maximum is at

$$
L^*=L_c\left(\frac{E_c}{5E}\right)^{3/4},\qquad
E_c=\frac{f_c}{2Ph}=\frac{\sigma_w\xi}{2PL_c^2}. \tag{16}
$$

The last form uses $f_c=\sigma\xi/L_c^2$ and $\sigma=\sigma_wh$. At the maximum, the second term in (15) is one fifth of the first. Thus

$$
U^*=\frac45U_c\left(\frac{E_c}{5E}\right)^{1/4}
=C\,U_c\left(\frac{E_c}{E}\right)^{1/4},\quad
C=\frac45\,5^{-1/4}=0.535 . \tag{17}
$$

The field work at the nucleus is $W=U^*/4$. If the cost and work terms in (15) carry amplitudes $A$ and $B$, the same steps multiply $C$ by $A^{5/4}B^{-1/4}$. The exponent is unchanged.

## Activation and its limits

Represent the escape by an overdamped coordinate $q$ with energy $w(q)$, diffusion constant $M$ and probability density $p$. The steady flux is $J=-Me^{-w/\Theta}\partial_q(e^{w/\Theta}p)$. Multiply by $e^{w/\Theta}$ and integrate from the well to an absorbing point beyond the barrier. Dividing by the population of the well gives the rate

$$
\frac{M}{\int_{\rm top}e^{w/\Theta}dq\int_{\rm well}e^{-w/\Theta}dq}
\simeq\frac{M\sqrt{\kappa_w\kappa_t}}{2\pi\Theta}\,e^{-U^*/\Theta}. \tag{18}
$$

Here $\kappa_w$ and $\kappa_t$ are the magnitudes of the curvatures at the well and the top, and both integrals were taken as Gaussians, which requires $U^*\gg kT$. Multiplying the rate by the advance per event gives $v=v_0e^{-U^*/kT}$, which with (17) is (1). The advance scales as $u^*\propto E^{-1/2}$, and $M$ and the curvatures may also vary as powers of the field, so $v_0$ contributes terms logarithmic in $E$ to $\ln v$. These are weaker than $E^{-1/4}$ as $E\to0$, but they can shift an exponent fitted over a limited range. In the film below, a prefactor proportional to $E$ would change the exponent from 0.25 to 0.22 in a fit over the decade 0.0005 to 0.005 MV/cm with $v_0$, barrier and exponent all left free.

A backward move of the same size costs $2W$ more than a forward one, so its relative rate is $e^{-2W/kT}$. In a long line, $W$ grows as the field falls and backward moves become rarer. A line of finite length $L_s$ behaves differently once $L^*>L_s$. The elastic barrier then stops at about $U_c(L_s/L_c)^{1/3}$, and the difference of forward and backward rates is proportional to $\sinh(W_s/kT)$, where $W_s\sim fL_su(L_s)$ is the work done up to the barrier top. For $W_s\ll kT$, the velocity is linear in $E$.

Random fields give another exponent. Let the local field fluctuate by $\delta E$ between cells of volume $\xi^3$. A swept volume $hLu$ holds $hLu/\xi^3$ cells, each contributing $2P\,\delta E\,\xi^3$, so the random energy is

$$
U_{\rm rf}\sim2P\,\delta E\,(\xi^3hLu)^{1/2}. \tag{19}
$$

Balancing this with $\sigma u^2/L$ gives $u\sim L$. The cost then grows as $L$ and the work as $fL^2$, so (13) gives $\mu=1$ under the same barrier hypothesis. With the random-bond displacement (12), the energy (19) grows as $L^{5/6}$, faster than the random-bond cost $L^{1/3}$. Even weak random fields therefore end the $1/4$ law at sufficiently low drive.

## A worked film

Take an ultrathin tetragonal perovskite film between electrodes at 300 K, with rough values $h=3$ nm, $P=40$ µC/cm², $\sigma_w=0.10$ J/m² $=0.624$ eV/nm², $\xi=1$ nm and $s/\sigma_w=0.25$. Then $\sigma=3(0.624)=1.87$ eV/nm and $\Delta=0.0730$ eV². Equation (4) gives

$$
L_c=\left(\frac{1.872^2}{0.0730}\right)^{1/3}=3.63\ {\rm nm},\qquad
U_c=\frac{1.872}{3.634}=0.515\ {\rm eV}.
$$

With $kT=0.02585$ eV, $U_c/kT=19.9$, so (10) applies. From (16),

$$
E_c=\frac{0.10\times10^{-9}}{2(0.40)(3.634\times10^{-9})^2}\ {\rm V/m}
=0.095\ {\rm MV/cm}.
$$

The exponent in (1) is thus $5.91\,E^{-1/4}$ with $E$ in MV/cm. At $E=0.002$ MV/cm it equals 27.96. A rough attempt rate of $10^{12}$ s$^{-1}$ and a step $\xi$ give $v_0=10^{12}$ nm/s, held fixed here, and $v=10^{12}e^{-27.96}=0.7$ nm/s.

| $E$ (MV/cm) | $L^*$ (nm) | $U^*$ (eV) | $v$ (nm/s) |
|---|---|---|---|
| 0.0005 | 55 | 1.02 | $7\times10^{-6}$ |
| 0.001 | 33 | 0.86 | $4\times10^{-3}$ |
| 0.002 | 20 | 0.72 | 0.7 |
| 0.005 | 10 | 0.57 | 200 |

From the first row to the last, a tenfold change in field changes the barrier by a factor of 1.8 but the velocity by more than seven decades. In these rows $L^*/L_c$ runs only from 15 down to 2.7 and $u^*/\xi$ from 6 to 2, so the asymptotic law (12) is barely entered at the higher fields. The absolute speeds are illustrations: raising the barrier at 0.002 MV/cm by 20% multiplies $v$ by 0.004. Doubling $C$, which the scaling argument cannot exclude, would multiply it by about $10^{-12}$. At that field $W=0.18$ eV and the slope $u^*/L^*$ is 0.16. The backward-to-forward ratio is about $10^{-6}$, but it would be about $10^{-3}$ if only half of $W$ were gained before the barrier top.

With wall energy alone, the line description would be marginal at the shortest scales. For a wall patch of side $\ell$, the elastic cost $\sigma_w\xi^2$ equals the random energy $s\xi\ell$ at $\ell=\sigma_w\xi/s=4$ nm, not far above $h=3$ nm. This estimate omits the bound charge that appears where the wall bends along $P$. That charge opposes bending through the thickness, so the line description can extend to films thicker than 4 nm. Once the wall does adapt through the thickness, (4) no longer sets the pinning scale.

## Comparison with real films

The polarization and wall energy are of the usual order for strongly polar perovskites, but 3 nm is far thinner than most device films, and the fields are far below usual switching fields. At drives near or above $E_c$, (1) does not apply. The following estimates at 0.002 MV/cm show which assumptions matter.

*Electrode screening.* Let perfect metal lie an effective distance $\lambda$ from each surface. For surface charges of rms density $P$, opposite on the two faces and modulated at wavevector $q$, Gauss's law gives the mean energy per area

$$
g(q)=\frac{P^2}{\epsilon_0q\left[\coth q\lambda+\sqrt{\epsilon_\parallel\epsilon_\perp}\coth(kh/2)\right]},\quad
k=q\sqrt{\epsilon_\perp/\epsilon_\parallel}, \tag{20}
$$

where $\epsilon_\parallel$ and $\epsilon_\perp$ are the permittivities along and across $P$. A sharp wall has the profile $P\,{\rm sgn}(x)$, and ${\rm sgn}(x)$ has transform $2/(iq)$. Integrating $[g(q)-g(0)]\,|2/(iq)|^2/2\pi$ over all $q$ gives the shift of the tension, $-(4/\pi)\int_0^\infty[g(0)-g(q)]\,dq/q^2$. For $\lambda=0.005$ nm, which assumes good screening, and both permittivities equal to 100, quadrature gives $-17\%$. With the disorder held fixed, $v$ rises by a factor of 3.5. Both numbers are sensitive to the inputs. For $\lambda=0.01$ and $0.02$ nm the shift is $-35\%$ and $-61\%$, and $v$ rises by factors of about 17 and 400. At $\lambda=0.005$ nm, a profile $P\tanh(x/\delta)$ with $\delta=0.5$ nm gives $-30\%$ and a factor of 11. If poorer screening made the tension negative, the single-wall model would fail.

*Internal fields.* An electrode potential mismatch that puts 0.6 mV across the film equals the drive, so $E$ must include its field. The depolarizing field, which reverses with $P$, is not part of $E$. By (19), random fields of 0.13 MV/cm would match the elastic cost of the nucleus. This is not a large field: one unscreened elementary charge at 1 nm in a permittivity of 100 gives 0.14 MV/cm, so a film with many charged defects can leave the random-bond regime.

*Lattice pinning.* Add a periodic line energy $0.02\,\sigma\sin^2(\pi u/a)$ with $a=0.4$ nm, a rough assumption. Completing the square in the line energy gives the kink energy $\int_0^a\sqrt{2\sigma V_{\rm lat}}\,du$, where $V_{\rm lat}$ is this periodic term. A kink pair costs 0.19 eV, or $7.4\,kT$. This does not multiply the velocity by $e^{-7.4}$, because a long line advances by moving kinks that are already thermally present, roughly one per 16 nm at 300 K. On a wall without disorder, overdamped dynamics at 300 K and 0.004 MV/cm gives about 0.3 of the velocity found without the periodic term. A field-independent factor of this kind would change $v_0$ and leave the exponent $1/4$ unchanged. A tilted wall must also contain kinks. Each costs 0.095 eV and shifts the line by $a$. On a wall without disorder at zero temperature, counting the kinks as independent, a slope of 0.16 therefore costs about 1.6 times $\sigma u'^2/2$, or 1.7 times with kink overlap included. At 300 K thermal kinks reduce the free-energy cost to about 1.1 times at this slope and 1.4 times at small slope. These factors cannot simply be carried over to the creeping wall. Its typical slope at the Larkin scale, $\xi/L_c=0.28$, already exceeds 0.16, so disorder has created kinks of both signs, and a tilt can shift their balance instead of only adding new ones. Even a real increase in tension would act weakly, because a stiffer line also wanders less. At fixed disorder, $U_c\propto\sigma^{1/3}$ and $E_c\propto\sigma^{-1/3}$, so (17) gives $U^*\propto\sigma^{1/4}$. A tension 1.6 times larger would raise the barrier by 12% and lower $v$ by about 1.5 decades. The table includes no lattice effects. The kink energy grows as the square root of the assumed factor 0.02. A factor of 0.2 would give a pair cost of about $23\,kT$, and kink nucleation could then control the motion in place of (1). The lattice barrier of the actual material must therefore be known before (1) is applied.

Numerical values quoted here were computed with a short program.
